# Barrier flakes at random tilt: averaging Bharadwaj's factor in Nielsen's model

## The problem

A polymer coating is filled with thin flakes that gas cannot penetrate. Each flake has diameter $L$ and thickness $w$, with aspect ratio $a=L/w\gg1$, and the flakes occupy a volume fraction $f$. The permeability $P$ of the coating, relative to that of the unfilled binder $P_0$, is written

$$\frac{P}{P_0}=\frac{1-f}{\tau}. \qquad (1)$$

The numerator accounts for the volume in which gas can dissolve. The tortuosity $\tau$ accounts for the obstruction, and by convention enters to the first power. For flakes lying flat in the film, Nielsen's model gives

$$\tau_{\rm al}=1+x,\qquad x=\frac{af}{2}. \qquad (2)$$

For other orientations Bharadwaj multiplies the increment $x$ by a factor:

$$\tau=1+x\,\frac23\left(S+\frac12\right),\qquad S=\frac12\left\langle 3\cos^2\theta-1\right\rangle . \qquad (3)$$

Here $\theta$ is the angle between the normal of a flake and the normal of the film, so $\theta=0$ is a flat flake. The brackets denote an average over flakes.

(a) Estimate by scaling how much of the increment survives when the flakes point in all directions with equal probability.

(b) Find the factor by averaging, and explain why the tilt enters through $\cos^2\theta$.

(c) Apply the result to a coating 50 µm thick containing 2 vol% of aluminium flakes, 10 µm across and 0.1 µm thick. The binder has an oxygen permeability of 5.0 cm³ mm/(m² day atm), and the oxygen pressure difference is 0.21 atm. Compare flat and random flakes at the same loading.

## A first estimate by scaling

Let the concentration far from a flake have gradient $g$ along the film normal. A tilted flake obstructs the part of the flow that runs along its own normal, which is proportional to $g\cos\theta$. Gas piles up on one face and is depleted on the other over a distance of order $L$. The concentration jump across the flake is therefore of order $gL\cos\theta$.

The number of flakes per volume is of order $f/(L^2w)$, and each has an area of order $L^2$. Seen along the film normal, this area shrinks by another factor $\cos\theta$. The extra mean gradient needed to drive the same flux is then

$$\frac{f}{L^2w}\;L^2\cos\theta\;gL\cos\theta=af\,g\cos^2\theta .$$

The increment thus scales as $af\cos^2\theta$. One cosine comes from the flow that is obstructed and the other from the projected area.

A typical tilt is still needed. On a unit hemisphere of possible normals, the ring between $\theta$ and $\theta+d\theta$ has area $2\pi\sin\theta\,d\theta$, and the hemisphere has area $2\pi$. The fraction of flakes tilted by less than $\theta$ is

$$\int_0^{\theta}\sin\theta'\,d\theta'=1-\cos\theta .$$

Half the flakes are tilted by less than the angle at which $\cos\theta=1/2$, that is, $60^\circ$. Putting this typical cosine into $\cos^2\theta$ gives a surviving fraction of about $1/4$.

## The solution

### Where Nielsen's increment comes from

Take a straight line through a film of thickness $H$ with flat flakes. On average a length $fH$ of the line lies inside flakes. Each flake accounts for a length $w$, so the line meets $fH/w$ flakes.

A molecule must go round each of them. In the simple strip picture it lands at a random point across the width $L$, so its distance to the nearer edge is spread evenly from 0 to $L/2$, with mean $L/4$. Going out to the edge and back to the original line adds $L/2$. The path length divided by $H$ is

$$\tau_{\rm al}=\frac1H\left(H+\frac{fH}{w}\frac L2\right)=1+\frac{af}{2}.$$

This is a count of detours, not a solution of the diffusion equation. Its coefficient $1/2$ is examined below.

### Why the tilt enters as a squared cosine

Consider flakes so thin that their volume can be neglected in the flow problem, and so dilute that each sees the same surrounding gradient. Let $\mathbf n$ be the unit normal of a flake and $[c]$ the concentration on the side towards which $\mathbf n$ points minus that on the other side. In the binder the flux is $-D_0\nabla c$, where $D_0$ is the binder's diffusivity.

The overall gradient $\mathbf G$ contains the average of $\nabla c$ in the binder, called $\mathbf g$, and the jumps across the flakes. Gauss's theorem, applied to the binder with both faces of every flake as part of its boundary, gives

$$\mathbf G=\mathbf g+\frac1V\sum_{\rm flakes}\mathbf n\int[c]\,dA . \qquad (4)$$

The mean flux is $\mathbf J=-D_0\mathbf g$. Fixing the flux therefore fixes $\mathbf g$, and the flakes show up as an additional $\mathbf G$.

Now split $\mathbf g$ into a part in the plane of the flake and a part along $\mathbf n$. The in-plane part drives no flow into the faces, so a very thin flake leaves it undisturbed. The part along $\mathbf n$ has size $\mathbf g\cdot\mathbf n$. Because the diffusion equation is linear, the integrated jump is proportional to it:

$$\int[c]\,dA=K\,(\mathbf g\cdot\mathbf n),\qquad K>0 .$$

With $\nu$ flakes per volume, and $\mathbf g$ of size $g$ along the film normal $z$, we have $\mathbf g\cdot\mathbf n=g\cos\theta$ and $n_z=\cos\theta$. The $z$ component of (4) becomes

$$\frac{G_z}{g}=1+\nu K\langle\cos^2\theta\rangle . \qquad (5)$$

This ratio is the factor by which the driving gradient must grow to keep the flux unchanged, which is the tortuosity. It is assumed here that the flakes lean equally in all directions about the film normal, so that the sideways components of (4) average to zero. Reversing $\mathbf n$ changes the sign of both $[c]$ and $n_z$, so the choice of side does not matter.

The squared cosine was tested by solving the diffusion equation on a lattice of $160\times160$ cells, repeated periodically, around one impermeable ribbon 50 cells long. With the mean flux held along the film normal, the increments relative to the flat ribbon at tilts of $30^\circ$, $60^\circ$ and $90^\circ$ were 0.766, 0.274 and 0.000. The law gives 0.750, 0.250 and 0. The largest difference is 0.024 of the flat increment. This difference is an error of the lattice, which represents a tilted ribbon by a staircase: solved without a lattice, the same periodic array of ribbons gives 0.748, 0.249 and 0.

### The strength of one circular flake

The constant $K$ can be found for a thin disc, which shows how good Nielsen's coefficient is. Take a disc of radius 1 in the plane $z=0$ and unit gradient along $z$ far away. Use coordinates $\xi\ge0$ and $-1\le\eta\le1$ defined by

$$z=\xi\eta,\qquad \rho^2=(1+\xi^2)(1-\eta^2),$$

where $\rho$ is the distance from the axis. The disc is the surface $\xi=0$, on which $\eta=\pm\sqrt{1-\rho^2}$ on the upper and lower faces. For a field symmetric about the axis, Laplace's equation in these coordinates reads

$$\partial_\xi\left[(1+\xi^2)\,\partial_\xi c\right]+\partial_\eta\left[(1-\eta^2)\,\partial_\eta c\right]=0 .$$

Try $c=\eta F(\xi)$. The second term is $-2\eta F$, so $F$ must satisfy $[(1+\xi^2)F']'=2F$. One solution is $F=\xi$, which is the undisturbed field $c=z$. Another is $F_2=1-\xi\,{\rm arccot}\,\xi$, because

$$(1+\xi^2)F_2'=\xi-(1+\xi^2)\,{\rm arccot}\,\xi,$$

and the derivative of the right-hand side is $1-2\xi\,{\rm arccot}\,\xi+1=2F_2$. Since $F_2$ vanishes far away, it can be added freely: $F=\xi+BF_2$.

No gas enters the disc, so $F'(0)=0$. With $F_2'(0)=-\pi/2$ this gives $1-B\pi/2=0$, hence $B=2/\pi$. On the disc $F(0)=2/\pi$, and the jump between the faces is $(4/\pi)\sqrt{1-\rho^2}$. For radius $R$ and gradient $g$ it is $(4/\pi)g\sqrt{R^2-r^2}$, with $r$ the distance from the centre. Its integral is

$$\int[c]\,dA=\frac{4g}{\pi}\,2\pi\int_0^R r\sqrt{R^2-r^2}\,dr=8g\,\frac{R^3}{3},$$

so $K=8R^3/3$. Direct integration of the field for $R=1$ gives 2.6667, in agreement.

A flake has volume $\pi R^2w$, so $\nu=f/(\pi R^2w)$. With $a=2R/w$,

$$\nu K=\frac{8Rf}{3\pi w}=\frac{4}{3\pi}\,af\approx0.42\,af .$$

Nielsen's $0.5\,af$ has the correct dependence on $a$ and $f$ in the dilute limit, with a coefficient about 18% above that of circular discs. For long ribbons, the geometry of the strip picture itself, the exact dilute coefficient is $\pi/4\approx0.785$, and Nielsen's value is about 36% below it. The coefficient multiplies flat and tilted flakes alike, so it cancels from the surviving fraction of the increment, though not from the ratio of permeabilities. Bharadwaj's formula keeps Nielsen's value, $\nu K\to x$.

### The average over directions

First, the factor in (3) is the mean squared cosine in another notation. Inserting the definition of $S$,

$$\frac23\left(S+\frac12\right)=\frac23\left(\frac32\langle\cos^2\theta\rangle-\frac12+\frac12\right)=\langle\cos^2\theta\rangle . \qquad (6)$$

Flat flakes have $S=1$ and factor 1. Flakes standing on edge have $S=-1/2$ and factor 0, because they offer no face to the flow.

For isotropic normals the weight is the solid angle, $\sin\theta\,d\theta$ on the hemisphere. With $u=\cos\theta$ and $du=-\sin\theta\,d\theta$,

$$\langle\cos^2\theta\rangle=\int_0^{\pi/2}\cos^2\theta\,\sin\theta\,d\theta=\int_0^1u^2\,du=\frac13 . \qquad (7)$$

Equation (6) then requires $S=0$. Hence

$$\tau_{\rm ran}=1+\frac{af}{6},\qquad \tau_{\rm ran}-1=\frac13\left(\tau_{\rm al}-1\right). \qquad (8)$$

Symmetry gives the same number without an integral. Each normal obeys $n_x^2+n_y^2+n_z^2=1$. If no direction is preferred, the three averages are equal, and each is $1/3$. For this purpose a random set of flakes is equivalent to one third lying flat and two thirds standing on edge.

The number depends on the space in which the normals turn. For long parallel ribbons with their axes in the film plane, whose normals turn in one plane containing the film normal, every angle has equal weight and the average of $\cos^2\theta$ is $1/2$. Discs free to tilt in three dimensions have more ways of being steep than of being flat, and this lowers the average to $1/3$.

### What does not fall to one third

The factor applies to the increment of $\tau$ alone. At equal loading the $1-f$ in (1) cancels, and the permeabilities compare as

$$\frac{P_{\rm ran}}{P_{\rm al}}=\frac{1+x}{1+x/3}=3-\frac{2}{1+x/3}. \qquad (9)$$

The second form follows from $3(1+x/3)-2=1+x$. For small $x$ the ratio is near 1, since neither coating is then much of a barrier. It rises with $x$ and stays below 3, which it approaches in this formula when $x\gg3$. That limit is formal. Discs cannot overlap, and Onsager's excluded-volume estimate makes an isotropic equilibrium arrangement unstable towards alignment near $af\approx5$, or $x\approx2.5$, where (9) gives only about 1.9.

## The aluminium-flake coating

The aspect ratio is $a=10/0.1=100$, so $x=100\times0.020/2=1.0$. The tortuosities are $\tau_{\rm al}=2.00$ and $\tau_{\rm ran}=1+1/3=1.33$. Equation (1) gives

$$\frac{P_{\rm al}}{P_0}=\frac{0.98}{2.00}=0.49,\qquad \frac{P_{\rm ran}}{P_0}=\frac{0.98}{1.333}=0.735 .$$

The unfilled coating, 0.050 mm thick, transmits

$$\frac{5.0\times0.21}{0.050}=21.0\ \text{cm}^3/(\text{m}^2\,\text{day}).$$

Multiplying by the relative permeabilities gives 10.3 cm³/(m² day) for flat flakes and 15.4 cm³/(m² day) for random ones. With gas volumes taken at 0 °C and 1 atm, where one mole fills 22.4 litres, these are $5.3\times10^{-9}$ and $8.0\times10^{-9}$ mol/(m² s).

The random coating leaks 1.5 times as much as the aligned one, in accordance with (9) at $x=1$. Random flakes remove 5.6 of the 21.0 units of transmission and flat flakes remove 10.7. The saving therefore falls to about one half, although the tortuosity increment falls to one third. The difference arises because transmission varies as $1/\tau$, so that each further unit of tortuosity saves less than the one before.

## Comparing the estimate with the solution

The scaling argument found the correct dependence on $a$, $f$ and $\theta$, but gave $1/4$ where the average is $1/3$. The gap can be traced. By the hemisphere argument, $u=\cos\theta$ is spread evenly between 0 and 1, so its mean is $1/2$. The mean of a square is the square of the mean plus the variance:

$$\langle u^2\rangle=\langle u\rangle^2+\int_0^1\left(u-\frac12\right)^2du=\frac14+\frac1{12}=\frac13 .$$

The estimate kept the first term and dropped the spread. Flakes flatter than the typical one gain more in $\cos^2\theta$ than the steeper ones lose.

For the coating, the estimate would give $\tau=1.25$ and a transmission of $21.0\times0.98/1.25=16.5$ cm³/(m² day). This is 7% above the model's 15.4, although the increment itself is 25% too small. The unobstructed part of $\tau$, which is 1 in both cases, dilutes the error.

## Where the one third stops being reliable

**Flakes aligned in domains.** Equation (5) adds resistances at a given flux. Suppose instead that neighbouring flakes are parallel, in columns that span the film and are much wider than its thickness, with the tilt varying at random between columns. Away from column edges the gradient then points along $z$, and conductances must be averaged. The resistance tensor of a column is $I+x\,\mathbf n\mathbf n$. Its inverse is $I-y\,\mathbf n\mathbf n$ with $x-y-xy=0$, so $y=x/(1+x)$. Averaging the $zz$ component with $\langle n_z^2\rangle=1/3$ gives

$$\frac1\tau=1-\frac{x}{3(1+x)}=\frac{3+2x}{3(1+x)},\qquad \tau-1=\frac{x}{3+2x}.$$

The surviving fraction of the increment is $1/(3+2x)$. It returns to $1/3$ for small $x$, but at $x=1$ it is $1/5$, with $\tau=1.20$ instead of 1.33. Isotropy over the whole film does not settle the tortuosity when the obstruction is strong; the arrangement matters too.

**Crowding.** With $af=2$ the flakes disturb one another's surroundings. A planar calculation was used to look for a change in the orientation factor. Fifty non-crossing ribbons were placed at random on the periodic lattice at the same $af$, in three samples for each kind of orientation. The mean increments were 2.34 for flat ribbons and 1.44 for ribbons turned through all angles. Their ratio is 0.61, against the dilute planar value of 0.50. This apparent excess is an error of the lattice, which overstated the increments of single tilted ribbons above and can close gaps narrower than a cell. Solved without a lattice, ten samples of fifty ribbons at $af=2$ give $2.35\pm0.14$ for flat ribbons and $1.06\pm0.04$ for turned ones, so the lattice value 1.44 is about 35% too high and the ratio is $0.45\pm0.03$. Crowding thus changes the planar orientation factor little, if anything lowering it slightly. It changes the increments themselves more: the flat value is about 1.5 times the dilute ribbon value $\pi af/4=1.57$. These planar figures should not be carried over to discs.

**The faces of the coating.** A flake of diameter $L$ tilted by $\theta$ reaches a height $(L/2)\sin\theta$ above and below its centre. The centre can occupy a fraction $1-(L/H)\sin\theta$ of the thickness. If all permitted positions and directions are equally likely, this fraction multiplies the weight in (7):

$$\langle\cos^2\theta\rangle=\frac{\dfrac13-\dfrac{\pi}{16}\dfrac LH}{1-\dfrac{\pi}{4}\dfrac LH}.$$

For $L/H=0.2$ the result is 0.349, about 5% above $1/3$. Steep flakes are excluded near the faces, so the remaining population is slightly flatter.

**The real coating.** The dimensions, loading and binder permeability used here are rough, plausible values for metal-flake coatings. Treating aluminium as impermeable is a good approximation beside a polymer. Full isotropy is open to doubt, since flow during application and shrinkage during drying can both turn flakes towards the film plane. Within Bharadwaj's formula, partial flattening at fixed loading moves the transmission from 15.4 towards 10.3 cm³/(m² day). Poor bonding between flake and binder, or pores, would open paths that the model does not contain, and their effect is not estimated here. The numerical output below lists the values used.

## Computed results

```
orientation parameter S, isotropic: 0.0000
orientation factor, isotropic: 0.3333
mean cos^2 from random unit vectors: 0.3333
mean cos^2 with wrong uniform-angle weight: 0.5000
lattice increment / aligned, tilt 0 deg: 1.000 (cos^2 = 1.000)
lattice increment / aligned, tilt 30 deg: 0.766 (cos^2 = 0.750)
lattice increment / aligned, tilt 60 deg: 0.274 (cos^2 = 0.250)
lattice increment / aligned, tilt 90 deg: 0.000 (cos^2 = 0.000)
flake diameter: 10.0 um
flake thickness: 0.1 um
aspect ratio a: 100
flake volume fraction f: 0.020
coating thickness: 50 um
binder permeability: 5.0 cm3 mm/(m2 day atm)
oxygen pressure difference: 0.21 atm
tortuosity increment, aligned: 1.0000
tortuosity increment, random: 0.3333
tortuosity, aligned: 2.0000
tortuosity, random: 1.3333
relative permeability, aligned: 0.4900
relative permeability, random: 0.7350
permeability ratio random/aligned: 1.5000
oxygen rate, unfilled: 21.00 cm3/(m2 day)
oxygen rate, aligned: 10.29 cm3/(m2 day)
oxygen rate, random: 15.44 cm3/(m2 day)
oxygen flux, aligned: 5.314e-09 mol/(m2 s)
oxygen flux, random: 7.970e-09 mol/(m2 s)
unit-disc jump integral: 2.6667
dilute-disc increment, aligned: 0.8488
dilute-disc increment, random: 0.2829
domain tortuosity, uniform gradient: 1.2000
mean cos^2 with coating faces: 0.3489
crowded planar ribbons per sample: 50
crowded planar increment, aligned: 2.34
crowded planar increment, random: 1.44
crowded planar ratio random/aligned: 0.61
```
